Interface Phonon of a Polar Oxide between Silicon and a Metal Gate

A 3 nm polar oxide film lies between silicon and a metal. Its ions have a transverse optical energy of 12 meV and a longitudinal optical energy of 21.91 meV. The film mode whose field reaches the silicon has energy 16.30 meV at in-plane wavevector q = 1 nm⁻¹, but 21.87 meV at q = 0.001 nm⁻¹. In the second case the wavelength is 2π/q ≈ 6300 nm, and the ions move almost perpendicular to the direction of travel. A wave that looks transverse thus has nearly the longitudinal frequency. The theorem below gives the dispersion, and the remarks after it explain this limit.

**Setting and assumptions**

The oxide fills 0 < z < t, silicon fills z < 0, and the metal fills z ≥ t. Fields vary as exp(iqx − iωτ), with τ the time and q > 0. The algebra uses Gaussian atomic units, so the electron has charge −1 and mass 1, and ħ = 1.

(a) The oxide is uniform, isotropic and undamped, with one polar oscillator. Let P be the ionic polarization and E the macroscopic field. Then

(ω_TO² − ω²) P = (S/4π) E,  D = ε_b E + 4πP.

The background constant ε_b contains the electrons and any much stiffer lattice mode.

(b) Silicon has a constant ε_s > 0 and no mobile charge.

(c) The metal is ideal: φ = 0 at z = t.

(d) Retardation is neglected: E = −∇φ.

For ω ≠ ω_TO, eliminating P gives D = ε_ox E with

ε_ox(ω) = ε_b + S/(ω_TO² − ω²).

At ω = 0 this must be the static constant ε_0, so S = (ε_0 − ε_b) ω_TO². We take ε_0 > ε_b > 0.

**Lemma 1 (dielectric constant and frequency).** The zero of ε_ox is at ω_LO² = ω_TO² ε_0/ε_b, and the frequency at which ε_ox has a given value ε ≤ 0 is

ω² = ω_TO² (ε_0 − ε)/(ε_b − ε).

Proof. Over a common denominator,

ε_ox = [ε_b(ω_TO² − ω²) + (ε_0 − ε_b)ω_TO²]/(ω_TO² − ω²)
= (ε_0 ω_TO² − ε_b ω²)/(ω_TO² − ω²).

The numerator vanishes at ω_LO. Setting the ratio equal to ε gives ε ω_TO² − ε ω² = ε_0 ω_TO² − ε_b ω², and hence ω²(ε_b − ε) = ω_TO²(ε_0 − ε). ∎

In the example ε_0 = 22 and ε_b = 6.6, so ω_LO = 12 √(22/6.6) = 21.91 meV, or 5.30 THz.

**Lemma 2 (modes without an outside field).** A mode at ω_TO or at ω_LO has no field in silicon. Any other mode obeys φ'' = q²φ in the oxide.

Proof. In silicon ∇²φ = 0, and the decaying solution is φ = A e^{qz}, with D_z = −ε_s qA at z = 0.

At ω = ω_TO the lattice equation forces E = 0 in the oxide. Since φ carries the factor exp(iqx) with q > 0, φ = 0 there, and continuity gives A = 0.

At any other frequency, div D = 0 reads ε_ox(φ'' − q²φ) = 0. If ε_ox = 0, then D = 0 throughout the oxide. Continuity of D_z gives −ε_s qA = 0, so again A = 0. The potential inside can be any function vanishing at both faces, such as sin(nπz/t). If ε_ox ≠ 0, then φ'' = q²φ. ∎

**Theorem.** Under (a) to (d), for each q > 0 there is one mode with a field in silicon. It satisfies

ε_ox(ω) + ε_s tanh(qt) = 0,

or, with θ = tanh(qt),

ω² = ω_TO² (ε_0 + ε_s θ)/(ε_b + ε_s θ).

Its frequency falls steadily with qt, from ω_LO as qt → 0 to ω_SO = ω_TO √[(ε_0 + ε_s)/(ε_b + ε_s)] as qt → ∞.

Proof. By Lemma 2, φ in the oxide is a combination of sinh[q(t − z)] and cosh[q(t − z)]. The condition φ(t) = 0 removes the cosh, so

φ = B sinh[q(t − z)].

Continuity of φ at z = 0 gives A = B sinh(qt). For D_z = −ε φ' we need φ' = −qB cosh[q(t − z)] in the oxide, so its D_z at z = 0 is +ε_ox qB cosh(qt). There is no free charge at this face, hence

−ε_s qB sinh(qt) = ε_ox qB cosh(qt).

Division by qB cosh(qt) gives the first formula. Putting ε = −ε_s θ into Lemma 1 gives the second, and it gives one frequency for each q. Differentiating,

dω²/dθ = ω_TO² ε_s [(ε_b + ε_s θ) − (ε_0 + ε_s θ)]/(ε_b + ε_s θ)²
= −ω_TO² ε_s (ε_0 − ε_b)/(ε_b + ε_s θ)² < 0.

Since θ rises from 0 to 1, the two limits follow. ∎

For ε_s = 11.7 and q = 0.1 nm⁻¹, qt = 0.3 and θ = 0.2913, so ε_s θ = 3.41 and

ω = 12 √(25.41/10.01) = 19.12 meV.

The short-wave limit is 16.28 meV, or 3.94 THz.

The theorem was tested by a calculation that does not use it. The film was cut into 150 cells, each with two polarization components, and the lattice equation was diagonalized together with the discretized Coulomb field. Of the 300 modes, 150 lay at ω_TO, 149 at ω_LO and one elsewhere, which is the single mode of the theorem. At six wavevectors from 0.001 to 1 nm⁻¹ the single mode agreed with the formula to better than one part in 10⁴.

**Remark 1 (how the limit is reached).** For small qt, θ ≈ qt, and

ln(ω²/ω_LO²) = ln(1 + ε_s θ/ε_0) − ln(1 + ε_s θ/ε_b) ≈ −ε_s(1/ε_b − 1/ε_0) qt.

Halving the logarithm gives

ω ≈ ω_LO [1 − s qt],  s = (ε_s/2)(1/ε_b − 1/ε_0).

Here s = 5.85 × (0.1515 − 0.0455) = 0.620. The diagonalization at qt = 0.003 gives 0.618 for the relative fall divided by qt. The expansion needs ε_s qt/ε_b ≪ 1, which is stricter than qt ≪ 1 when ε_s > ε_b. At qt = 0.3 this ratio is 0.53, and the linear law gives 17.8 meV instead of 19.1 meV.

**Remark 2 (why the frequency is longitudinal).** At the silicon face the ratio of D_z to the oxide field E_z is ε_ox = −ε_s tanh(qt), which vanishes with qt. Silicon offers less and less normal displacement to a slowly varying potential. In the limit D_z = 0 in the film, so

E_z = −4πP_z/ε_b.

This is the depolarizing field of a plate polarized along its normal. Inserted in the lattice equation it gives

ω² = ω_TO² + S/ε_b = ω_TO² + (ε_0 − ε_b)ω_TO²/ε_b = ω_TO² ε_0/ε_b = ω_LO².

The same field acts on the ions in a bulk longitudinal wave, where D also vanishes. What sets the frequency is the field on the ions, and in a thin film that field is governed by the faces.

The direction of motion follows from the potential. P is proportional to E, with |E_z|² = q²B² cosh²u and |E_x|² = q²B² sinh²u, where u = q(t − z). With X = qt,

∫₀^X cosh²u du = sinh(2X)/4 + X/2,
∫₀^X sinh²u du = sinh(2X)/4 − X/2.

The normal share of the squared polarization is the first integral divided by the sum:

share = 1/2 + X/sinh(2X).

It tends to 1 for a thin film and to 1/2 for a thick one. In the example it is 0.997 at qt = 0.09 and 0.51 at qt = 3; the eigenvectors of the diagonalization confirm the formula to within 0.001.

**Proposition 1 (what the metal does).** Replace the metal by a dielectric with constant ε_g > 0. There are then two modes with outside fields, given by

ε_ox² + (ε_s + ε_g) coth(qt) ε_ox + ε_s ε_g = 0.

As qt → 0 one tends to ω_LO and the other to ω_TO.

Proof. Let α = φ(0) and β = φ(t). In the oxide

φ = {α sinh[q(t − z)] + β sinh(qz)}/sinh(qt).

With C = coth(qt) and R = 1/sinh(qt), the slopes are φ'(0) = q(−αC + βR) and φ'(t) = q(−αR + βC). Outside, φ grows as e^{qz} below the film and decays as e^{−q(z−t)} above it, so continuity of D_z gives

ε_ox(−αC + βR) = ε_s α,  ε_ox(−αR + βC) = −ε_g β.

That is, (ε_ox C + ε_s)α = ε_ox Rβ and (ε_ox C + ε_g)β = ε_ox Rα. Multiplying the two and using C² − R² = 1 gives the stated quadratic.

Its roots are real, since C > 1 gives (ε_s + ε_g)²C² > 4ε_s ε_g. They are negative, since their product is ε_s ε_g and their sum is −(ε_s + ε_g)C. For small qt, C ≈ 1/(qt). The larger root in magnitude is near −(ε_s + ε_g)/(qt), and by Lemma 1 its frequency tends to ω_TO. The other is near −ε_s ε_g qt/(ε_s + ε_g), and its frequency tends to ω_LO. ∎

The LO limit therefore does not need the metal. Letting ε_g → ∞ at fixed qt leaves the finite root ε_ox = −ε_s/C, which is the theorem. The other root goes to −∞ and joins the field-free modes at ω_TO. With ε_g = 11.7 and q = 0.003 nm⁻¹ the two branches lie at 12.04 and 21.85 meV; with the ideal metal at the same q there is one, at 21.79 meV.

**Remark 3 (several oscillators).** If ε_ox = ε_∞ + Σ_j S_j/(ω_j² − ω²) with all S_j > 0, its derivative with respect to ω² is Σ_j S_j/(ω_j² − ω²)² > 0. Just above each ω_j it starts from −∞ and then rises through zero once before the next pole, or on the way to ε_∞ > 0 after the last. Each interval thus holds one solution of ε_ox = −ε_s θ, and as qt → 0 it tends to the zero of ε_ox in that interval. Each branch has its own LO limit.

**Proposition 2 (limit set by retardation).** With the finite speed of light c, a mode bound to the film with its magnetic field along y obeys

ε_ox κ_s + ε_s κ_ox tanh(κ_ox t) = 0,  κ_i² = q² − ε_i ω²/c².

For a thin film the branch between ω_TO and ω_LO peaks near q = √2 q_l, with q_l = √ε_s ω_LO/c, at a depth 2s q_l t ω_LO below ω_LO.

Proof. The magnetic field H along y satisfies H'' = κ_i²H. Both H and H'/ε, which is proportional to E_x, are continuous. The ideal metal requires E_x = 0, so H = cosh[κ_ox(t − z)] in the oxide. In silicon H = cosh(κ_ox t) e^{κ_s z}. Matching H'/ε at z = 0 gives

κ_s cosh(κ_ox t)/ε_s = −κ_ox sinh(κ_ox t)/ε_ox,

which is the stated relation. For κ_ox t ≪ 1 it becomes ε_ox κ_s = −ε_s κ_ox² t. Near ω_LO, ε_ox is small, so κ_ox² ≈ q² and κ_s² ≈ q² − q_l². Therefore

ε_ox ≈ −ε_s t q²/√(q² − q_l²).

The frequency is highest where the last fraction is smallest. Setting the derivative of its logarithm with respect to q² to zero gives 1/q² = 1/[2(q² − q_l²)], so q² = 2q_l², and the fraction equals 2q_l. Without retardation it would be q, so Remark 1 applies with q replaced by 2q_l. ∎

In the example q_l = 3.80 × 10⁻⁴ nm⁻¹, and the depth is 2 × 0.620 × 3.80 × 10⁻⁴ × 3 × 21.91 = 0.031 meV. Numerical solution of the full relation gives the same depth, at q = 1.41 q_l. At q = 1.02 q_l the mode has already turned down to 21.83 meV.

A field that decays into silicon needs κ_s² > 0, hence ω < cq/√ε_s. On the branch above ω_TO a bound mode therefore needs q > √ε_s ω_TO/c, so this branch cannot be followed to q = 0. "Long wavelength" in the theorem means q_l ≪ q ≪ 1/t, with the stricter upper condition of Remark 1 if the frequency is to be close to ω_LO. In this window the approach of the bound mode to ω_LO is very close but not complete. For q < q_l, κ_s is imaginary and the thin-film relation makes ε_ox imaginary, so a resonance that radiates into the silicon sits at ω_LO; at q = 0.5 q_l its half-width is 0.004 meV.

**Proposition 3 (channel electrons).** Let a sheet of N electrons per area, with mass m, lie at z = 0. If the electrons respond freely at frequency ω, the first formula of the theorem holds with

ε_s → ε_s − 4πNq/(mω²),

and a mode still tends to ω_LO as q → 0. If they follow the potential statically, then

ε_s → ε_s + 4π(dN/dμ)/q,

where μ is the chemical potential.

Proof. The force on an electron is +∇φ, so m ∂v/∂τ = ∇φ. Continuity, ∂δN/∂τ = −N∇·v, gives −ω²δN = (N/m)q²φ. The sheet charge is

ρ = −δN = Nq²φ/(mω²).

The jump condition D_z(0⁺) − D_z(0⁻) = 4πρ reads

ε_ox qB cosh(qt) + ε_s qB sinh(qt) = [4πNq²/(mω²)] B sinh(qt).

Division by qB cosh(qt) gives the first replacement. For ω near ω_LO the added term in the dispersion relation varies as q tanh(qt), which vanishes as q → 0, so the LO limit remains. In the static case an electron has potential energy −φ, so δN = (dN/dμ)φ and ρ = −(dN/dμ)φ. The same jump condition gives the second replacement. ∎

The first form needs ω ≫ qv, with v a typical electron speed, and also ω ≫ 1/τ_c, with τ_c the electron collision time; the second needs ω ≪ qv. Using the static form down to q = 0 would leave a finite term 4π(dN/dμ)t and remove the LO limit, but its condition fails there.

At N = 5 × 10¹² cm⁻², m = 0.19 and q = 0.02 nm⁻¹, the first form gives a phonon-like mode at 22.1 meV, against 21.2 meV without electrons. It lies above ω_LO because the replaced ε_s is negative, which makes ε_ox positive. Here ħqv is about 3.2 meV, so ω ≫ qv holds. The collision condition does not hold in a typical channel at 300 K: ħ/τ_c is 15 meV at a mobility of 400 cm²/Vs and 30.5 meV at 200 cm²/Vs. Replacing ω² by ω(ω + i/τ_c) in the electron term puts the mode at 21.8 and 21.5 meV, both below ω_LO, with a half-width of about 0.5 meV. At 1000 cm²/Vs it is still above ω_LO, at 22.06 meV. The second, plasmon-like root at 4.2 meV is too close to ħqv to be trusted.

**Reading the numbers for a transistor**

An electron with in-plane energy kT = 25.9 meV at 300 K and m = 0.19 (the in-plane mass of the twofold valleys in a (100) silicon channel) that absorbs one phonon needs q between k_f − k_i and k_f + k_i, where k_i and k_f are its initial and final wavenumbers. With the mode energy taken at the same q, this gives 0.113 to 0.818 nm⁻¹, or qt from 0.34 to 2.45. The mode energy there runs from 18.9 down to 16.3 meV. Using ω_LO instead would overstate it by 16% at the lower end and 34% at the upper. For this electron and film, the long-wavelength limit fixes the end of the dispersion curve but not the phonon energy in the collision.

The parameters are rough typical values for hafnium oxide on silicon; the 3 nm film is somewhat thick for a modern logic transistor. Real stacks depart from the model in several ways, sized here at q = 0.3 nm⁻¹, where the model gives 17.1 meV:

- Channel charge matters most at high density. Static screening gives 16.7 meV at N = 10¹¹ cm⁻² and 13.4 meV at 5 × 10¹² cm⁻², for one subband with two equivalent valleys. Since ħqv is then 43 to 48 meV, the static form is the more suitable of the two, though still an estimate. The collisionless finite-temperature Lindhard response of the same sheet gives 16.8 and 13.4 meV, with Landau-damping half-widths of 0.2 and 0.4 meV that the static form omits. Both values place the electrons exactly at the oxide face. Real channel electrons lie a nanometre or more inside the silicon, where the field of the mode is weaker, so these values overstate the shift. With the sheet 1 nm deep, the static shift is only a little over half as large at either density. The theorem's numbers suit a sparsely filled channel.
- A 0.7 nm silicon-dioxide layer with constant ε_i = 3.9 next to the silicon raises the mode to 18.1 meV. It replaces ε_s by ε_i(ε_s + ε_i h)/(ε_i + ε_s h), with h = tanh(qd) and d its thickness. This tends to ε_s as q → 0, so the LO limit survives.
- A metal with a static screening length of 0.05 nm and background constant 1 gives 17.3 meV; a background constant of 3 gives 17.2 meV.
- A second oscillator at 48 meV, with ε_∞ = 5, moves the mode to 17.0 meV and its LO limit from 21.9 to 21.5 meV. It also adds a branch with LO limit 56.3 meV.

Damping blurs the curve more than it moves it. A friction term −iγωP in the lattice equation changes the LO condition to ω² + iγω = ω_LO², so

ω = √(ω_LO² − γ²/4) − iγ/2.

The same holds at any q with ω_LO replaced by the undamped mode frequency. For an assumed γ = 3 meV the real part falls by 0.05 meV at the LO end and 0.07 meV at the short-wave end, but the full linewidth of 3 meV is about half the 5.6 meV between the two ends of the dispersion. The numerical output below gives the values at all the wavevectors used.

Calculated quantities

```
INPUTS (rough, hafnium-oxide regime)
eps0 22.0, epsb 6.6, eps_s 11.7, TO 12.0 meV, t 3.0 nm
temperature 300 K, kT 25.85 meV, electron mass 0.19 m_e
DISPERSION: q (1/nm), qt, tanh(qt), formula (meV), lattice (meV)
 0.001  0.003  0.00300   21.868   21.868  normal polarization share 1.0000
 0.010  0.030  0.02999   21.518   21.518  normal polarization share 0.9997
 0.030  0.090  0.08976   20.830   20.830  normal polarization share 0.9973
 0.100  0.300  0.29131   19.120   19.120  normal polarization share 0.9712
 0.300  0.900  0.71630   17.089   17.089  normal polarization share 0.8059
 1.000  3.000  0.99505   16.296   16.296  normal polarization share 0.5149
lattice mode count, 150 cells: TO 150, LO 149, interface 1
LO limit 21.909 meV = 5.298 THz
short-wave limit 16.284 meV = 3.938 THz
relative fall per qt: formula 0.6205, lattice 0.6177
gate with eps 11.7, q 0.003: branches 12.035, 21.848 meV
gate with eps 11.7, q 0.3: branches 14.443, 18.337 meV
absorption by electron of energy kT: q 0.113 to 0.818 1/nm
  qt 0.34 to 2.45; mode 18.88 to 16.32 meV
SIZE OF NEGLECTED EFFECTS (rough inputs)
second TO 48.0 meV, eps_inf 5.0: LO 21.47, 56.28 meV
  modes at q 0.3: 17.02, 50.98 meV; one oscillator 17.09 meV
interlayer eps 3.9, 0.7 nm, q 0.003: 21.789 meV, without 21.788 meV
interlayer eps 3.9, 0.7 nm, q 0.3: 18.079 meV, without 17.089 meV
metal screening length 0.05 nm, q 0.003: 21.788 meV
metal screening length 0.05 nm, q 0.3: 17.304 meV
friction 3.0 meV: LO real part 21.857 meV, full linewidth 3.00 meV
light line in silicon at LO: q 3.798e-04 1/nm
retarded peak 21.8780 meV at q/q_light 1.413; below LO by 0.0309 meV, formula 0.0310 meV
retarded mode at q 3.874e-04 1/nm: 21.8349 meV
N 1e+11 1/cm2, q 0.02: plasmon-like 0.62, phonon-like 21.18 meV (bare 21.16); hbar q v 2.88 meV
  static screening, q 0.3: eps_s becomes 14.0, mode 16.65 meV (bare 17.09); hbar q v 43.2 meV
N 5e+12 1/cm2, q 0.02: plasmon-like 4.18, phonon-like 22.13 meV (bare 21.16); hbar q v 3.18 meV
  static screening, q 0.3: eps_s becomes 79.1, mode 13.38 meV (bare 17.09); hbar q v 47.7 meV
```
